# Pressure dependence of the arriving composition in alloy sputtering

**Setting.** A plane alloy target emits atoms of two species, A and B, at equal and fixed gross rates. A parallel substrate lies at a distance $d$. The space between them holds a gas of uniform density at pressure $p$ and fixed temperature.

An emitted atom first travels outward as part of an energetic beam. After losing its excess energy in collisions it is called thermalised, and from then on it diffuses. In the Keller-Simmons model, the depth $x$ at which an atom is thermalised has the probability density

$$f(x)=\frac{1}{L}e^{-x/L},\qquad x\ge 0 ,$$

so an atom still in the beam has the same chance $dx/L$ of leaving it in every interval $dx$. The thermalisation length $L$ is the mean depth. At fixed temperature the gas density is proportional to $p$, and the distance needed for a given number of collisions is proportional to $1/p$. Hence, for a given gas, temperature and emission energy, $pL$ is a constant of each species. Here $L_A=3L_B$.

Atoms that reach either plane stick. Until part (e), the density of diffusing atoms is taken as zero at both planes, and there is no sideways loss, no gas flow and no re-emission. All the physics is classical and only ratios of lengths enter the results, so the algebra is the same in any system of units.

Let $F$ be the fraction of emitted atoms of one species that arrives at the substrate, and let $R=F_A/F_B$. As the gross emission rates are equal, $R$ is also the ratio of the arriving fluxes.

## Part (a)

**Question.** Find the arriving fraction $F$ for one species, counting both the atoms that cross as a beam and those that arrive by diffusion. Does the diffusion coefficient matter?

**Answer.** The beam part is the fraction not thermalised within the gap:

$$F_{\rm beam}=\int_d^\infty \frac{1}{L}e^{-x/L}\,dx=e^{-d/L}.$$

For the diffusive part, consider atoms released steadily at a plane $x=x_0$. Away from that plane the steady density obeys $D\,n''=0$, so it is linear on each side. With $n(0)=n(d)=0$,

$$n=a\,x\quad(x<x_0),\qquad n=b\,(d-x)\quad(x>x_0).$$

The density is continuous at $x_0$, which gives $a x_0=b(d-x_0)$. The flux towards the target is $Da$ and that towards the substrate is $Db$. The fraction that reaches the substrate is therefore

$$h(x_0)=\frac{Db}{Da+Db}=\frac{b}{a+b}=\frac{1}{(d-x_0)/x_0+1}=\frac{x_0}{d}.$$

The diffusion coefficient cancels. A slowly diffusing species builds up a higher density in the gap, but its atoms divide between the two planes in the same proportion.

The diffusive arrivals follow by weighting $h(x)$ with the depth distribution. With $t=x/L$ and $U=d/L$,

$$F_{\rm diff}=\int_0^d\frac{x}{d}\,\frac{e^{-x/L}}{L}\,dx=\frac{1}{U}\int_0^{U}t\,e^{-t}\,dt .$$

Since $-(1+t)e^{-t}$ has the derivative $te^{-t}$, the integral is $1-(1+U)e^{-U}$. Adding the beam part,

$$F=e^{-U}+\frac{1-e^{-U}-Ue^{-U}}{U}=\frac{1-e^{-U}}{U}=\frac{L}{d}\left(1-e^{-d/L}\right).$$

This is the Keller-Simmons law. The beam term $e^{-U}$ has cancelled against part of the diffusive term. The factor $1-e^{-d/L}$ that remains is thus not the beam contribution, although it contains the same exponential.

## Part (b)

**Question.** Find $R$ as a function of $u=d/L_A$. Show that it rises strictly with pressure, and find its limits at low and high pressure. Compare it with the ratio that the beam atoms alone would give.

**Answer.** Since $L_B=L_A/3$, species B has $d/L_B=3u$. The law of part (a) gives

$$R=\frac{(1-e^{-u})/u}{(1-e^{-3u})/(3u)}=3\,\frac{1-e^{-u}}{1-e^{-3u}} .$$

Set $q=e^{-u}$ and use $1-q^3=(1-q)(1+q+q^2)$. The common factor $1-q$ is non-zero at any finite pressure above zero, so it may be cancelled:

$$R=\frac{3}{1+q+q^2}=\frac{3}{1+e^{-u}+e^{-2u}} .$$

The derivative

$$\frac{dR}{dq}=-\frac{3(1+2q)}{(1+q+q^2)^2}$$

is negative for $0<q<1$. At fixed gap, $u$ is proportional to $p$, so $q$ falls as $p$ rises. Therefore $R$ rises strictly with pressure. As $p\to0$, $q\to1$ and $R\to1$. As $p\to\infty$, $q\to0$ and $R\to3$, a value that is not reached at finite pressure.

The approach to each limit follows by expansion. For small $u$, $q=1-u+u^2/2+\dots$ and $q^2=1-2u+2u^2+\dots$, so

$$R=\frac{3}{3-3u+\tfrac52u^2+\dots}=\frac{1}{1-u+\tfrac56u^2+\dots}=1+u+\frac{u^2}{6}+\dots$$

The coefficient of $u^2$ is $-\tfrac56$ from the first power of the small terms and $+1$ from the square of $u$. At the other end,

$$3-R=\frac{3(q+q^2)}{1+q+q^2}=3q\left[1-\frac{q^2}{1+q+q^2}\right]\approx 3e^{-u}.$$

The beam atoms alone have the ratio

$$R_{\rm beam}=\frac{e^{-u}}{e^{-3u}}=e^{2u},$$

which grows without bound. It does not set the composition at high pressure, because both beam fluxes then vanish exponentially, whereas the total fluxes fall only as $F\to L/d\propto1/p$. Nearly all arrivals have diffused. An atom released at a depth $x$ has the chance $x/d$ of reaching the substrate, so A keeps an advantage equal to the ratio of the mean release depths, which is three.

## Part (c)

**Question.** Take $pL_A=90$ mTorr cm, $pL_B=30$ mTorr cm and $d=10$ cm. Evaluate the arriving fractions and $R$ at 10 mTorr, and describe the change from 1 to 100 mTorr. At what pressures is $R$ equal to 2 and to 2.9?

**Answer.** At 10 mTorr, $L_A=9.0$ cm and $L_B=3.0$ cm, so $u=10/9.0=1.111$ and $3u=3.333$. Then

$$F_A=\frac{1-e^{-1.111}}{1.111}=0.604,\qquad F_B=\frac{1-e^{-3.333}}{3.333}=0.289,$$

and $R=0.6037/0.2893=2.09$. The beam ratio at this pressure is already 9.23. Diffusion supplies 45% of the arriving A atoms and 88% of the arriving B atoms, so the beam ratio describes only a small part of the B flux.

With the gap held fixed, the model gives:

| $p$ (mTorr) | $F_A$ | $F_B$ | $R$ |
|---|---|---|---|
| 1 | 0.946 | 0.850 | 1.11 |
| 3 | 0.850 | 0.632 | 1.35 |
| 10 | 0.604 | 0.289 | 2.09 |
| 30 | 0.289 | 0.100 | 2.89 |
| 100 | 0.090 | 0.030 | 3.00 |

The last entry is rounded; $R$ remains below 3. The fractions there equal $L_A/d=0.9/10$ and $L_B/d=0.3/10$ to the digits shown. At 100 mTorr the beam ratio is $4.5\times10^9$, but it compares two negligible fluxes.

To find the pressure for a given $R$, write the result of part (b) as $q^2+q+1-3/R=0$. The positive root is

$$q=\frac{-1+\sqrt{1-4(1-3/R)}}{2}=\frac{-1+\sqrt{12/R-3}}{2},\qquad p=\frac{pL_A}{d}\,(-\ln q).$$

For $R=2$, the halfway point between the limits, $q=(\sqrt3-1)/2$ and $u=1.005$. The gap is then close to one thermalisation length of A. The pressure is $9.0\times1.005=9.05$ mTorr, or 1.21 Pa. For $R=2.9$, $u=3.40$ and $p=30.6$ mTorr, or 4.08 Pa.

## Part (d)

**Question.** Energy is lost over several collisions, so the true depth distribution need not be exponential. Let it have any shape with a finite mean, the same for both species apart from a threefold scale. Which of the results of part (b) survive?

**Answer.** An atom with $x<d$ arrives with probability $x/d$, and one with $x>d$ arrives with certainty. Both cases are covered by

$$F=\frac{\langle\min(x,d)\rangle}{d},$$

where the brackets denote the average over depths. Let $y$ be the depth for species B. The depths of A are then distributed as $3y$. For every $y\ge0$,

$$\min(y,d)\le\min(3y,d)\le3\min(y,d).$$

The first inequality holds because $3y\ge y$. The second holds because the right side is the smaller of $3y$ and $3d$, and $3d\ge d$. Averaging and dividing by $\langle\min(y,d)\rangle$ gives

$$1\le R\le3$$

at every pressure. When all depths shrink as $1/p$, the cut-off at $d$ ceases to matter, $F\to\langle x\rangle/d$, and $R\to3$. At low pressure nearly all atoms cross before they are thermalised, and $R\to1$. The bounds and both limits therefore survive. The strict rise between them was proved for the exponential distribution, and it does not hold for every shape. If 95% of the B atoms stop at depth 1 and 5% at depth 100, in any unit of length, then $R=3/1.10=2.73$ for a gap of 3 but $R=7.85/5.95=1.32$ for a gap of 100.

The shape does affect intermediate pressures. A gamma distribution of shape parameter 3 has the density $f\propto x^2e^{-3x/L}$, which has mean $L$ and vanishes at the target. With the same mean depths as in part (c), it gives $R=2.46$ at 10 mTorr in place of 2.09, and 3.00 at 1 Torr.

## Part (e)

**Question.** A wall that absorbs every atom does not make the density vanish at its surface, since the atoms about to strike it are present there. Derive a better boundary condition and the resulting high-pressure limit of $R$. Evaluate it for tungsten (A) and titanium (B) in argon at 400 K, taking the atoms as hard spheres with a collision diameter of 3.0 angstrom.

**Answer.** Let $\bar v$ be the mean thermal speed of the diffusing atoms. In a nearly isotropic gas, the one-way fluxes along $+x$ and $-x$ are

$$J_\pm=\frac{n\bar v}{4}\mp\frac{D}{2}\frac{dn}{dx}.$$

The first term is the one-way flux of an isotropic gas. The second shares the net flux $J_+-J_-=-D\,dn/dx$ equally between the two directions. No diffusing atoms come out of the absorbing wall at $x=0$, so $J_+=0$ there:

$$n(0)=\zeta\,n'(0),\qquad \zeta=\frac{2D}{\bar v}.$$

The density extrapolates to zero at a distance $\zeta$ behind the wall. The same holds at the substrate.

The argument of part (a) now uses $n=a(x+\zeta)$ and $n=b(d+\zeta-x)$ on the two sides of the release plane. Continuity gives $a(x_0+\zeta)=b(d+\zeta-x_0)$, and so

$$h(x_0)=\frac{b}{a+b}=\frac{x_0+\zeta}{d+2\zeta}.$$

This expression can be compared with a simulation of random flights with isotropic scattering and unit mean free path, for which $D=\bar v/3$ and $\zeta=2/3$. For a start at depth 2 in a slab of thickness 10, the formula gives 0.2353 and the simulation 0.236, with a statistical error of 0.001. Solving the integral equation for these flights gives 0.2371, so the formula is low by about 0.002. The zero-density condition would give 0.2000.

At high pressure the beam part vanishes. Both $L$ and $\zeta$ are proportional to $1/p$, so $\zeta$ becomes small compared with $d$. Averaging $h$ over depths gives $F\to(L+\zeta)/d$, hence

$$R\to\frac{L_A+\zeta_A}{L_B+\zeta_B}.$$

This limit is finite and independent of pressure, but it equals three only if the extrapolation lengths also have the ratio three.

For hard spheres, the first approximation of Chapman-Enskog kinetic theory, taken here as given, is

$$D=\frac{3}{8n_g\sigma^2}\sqrt{\frac{k_BT}{2\pi\mu}},\qquad \mu=\frac{mM}{m+M},$$

with $n_g$ the gas density, $\sigma$ the collision diameter, and $m$ and $M$ the masses of the metal and argon atoms. Using $\bar v=\sqrt{8k_BT/\pi m}$,

$$\zeta=\frac{3}{4n_g\sigma^2}\sqrt{\frac{m}{16\mu}}=\frac{3}{16\,n_g\sigma^2}\sqrt{1+\frac{m}{M}} .$$

At 10 mTorr this is 2.04 cm for tungsten and 1.28 cm for titanium, a ratio of about 1.6. The high-pressure limit becomes

$$R\to\frac{9.0+2.04}{3.0+1.28}=2.58 .$$

At 10 mTorr itself, the corrected walls give $R=1.85$ in place of 2.09. These are estimates: scattering of a heavy atom by argon is not isotropic, and $\zeta$ is not small compared with $L$. Following hard-sphere collisions atom by atom gives extrapolation lengths roughly 6 to 11% longer, depending on the metal and on where the atoms are released. This lowers the limit by about 0.01 to 0.04 and leaves the value 1.85 at 10 mTorr unchanged to the digits shown. Raising the pressure does not cure this, because $\zeta/L$ does not depend on pressure.

## Part (f)

**Question.** Suppose that a share $g$ of the atoms returning to the target lands on the area being eroded and joins its surface, to be sputtered again. The bulk supplies A and B in the ratio 1:1. Find the steady arriving ratio $R_g$. What does it imply for the words "emitted equally"?

**Answer.** Take the density of diffusing atoms as zero at both planes again, as in part (a). Let the gross emission rates be $E_A$ and $E_B$, now free to adjust. Without sideways loss, a fraction $1-F_i$ of species $i$ returns to the target plane, and a fraction $g(1-F_i)$ rejoins the eroding surface. The net loss rate is

$$E_i\left[1-g(1-F_i)\right].$$

In the steady state the surface composition is constant, so the net losses must be in the ratio of the bulk supply, 1:1. Therefore

$$\frac{E_A}{E_B}=\frac{1-g(1-F_B)}{1-g(1-F_A)},\qquad R_g=\frac{E_AF_A}{E_BF_B}=R\,\frac{1-g(1-F_B)}{1-g(1-F_A)} .$$

For $g=0$ the earlier result stands. For $g=1$ the last factor is $F_B/F_A=1/R$, and $R_g=1$ at every pressure: nothing is lost except to the substrate, so what arrives must match what the bulk supplies. For fixed $g<1$, both brackets tend to $1-g$ at high pressure and $R_g\to3$ again.

At 10 mTorr with $g=0.5$,

$$R_g=2.087\times\frac{1-0.5\times0.7107}{1-0.5\times0.3963}=2.087\times\frac{0.645}{0.802}=1.68 ,$$

and at 1 Torr the value is 2.98. "Emitted equally" must therefore mean equal gross emission, held fixed as the pressure changes. An alloy target that recaptures part of its own flux does not meet that condition.

## Part (g)

**Question.** Set the numbers beside the magnetron sputtering of a tungsten-titanium target in argon. Which assumptions matter most, and does the saturation survive them?

**Answer.** The products $pL$ are rough round values chosen for a heavy and a lighter metal, and their ratio of three is an input. If the gross emission ratio is fixed at another value, the arriving ratio is that value times $R$. The largest corrections at 10 mTorr, each applied alone to $R=2.09$, are these:

- Re-sputtering of returned atoms with $g=0.5$ gives 1.68. The share $g$ depends on the shape of the eroded area and is a free choice here.
- Heating by the discharge thins the gas. A density lower by one third at the same pressure gives 1.76. For a uniform reduction this merely rescales the pressure axis, so the limit is unchanged.
- The wall correction of part (e) gives 1.85 and lowers the limit to 2.58.
- The more peaked depth distribution of part (d) gives 2.46 and leaves the limit at three.
- Sideways diffusion to the wall of a chamber of 15 cm radius gives 2.42 for the simplest radial profile of emission, and the value depends on that profile.

For the last item, the emission is assumed to follow the slowest-decaying radial profile. Uniform emission from a disc of 5 cm radius would give about 2.2, and from the whole chamber section about 2.8, with arrivals counted over the whole substrate plane. The assumed profile changes the diffusion equation to $n''=k^2n$, with $k$ the first zero of the Bessel function $J_0$ divided by the radius. The linear densities of part (a) become $a\sinh kx$ and $b\sinh k(d-x)$. Matching the density and the source strength at $x_0$ gives the arrival probability $h=\sinh kx_0/\sinh kd$. Near the target this is proportional to $x_0$, so the high-pressure limit is still three; the computed value at 1 Torr is 3.00. The loss favours A at 10 mTorr for two reasons. A larger share of A crosses as a beam, which this estimate exempts from sideways loss, and the B atoms that diffuse are released nearer the target and have further to go.

Gas drift matters little in this example. A flow of 50 sccm, all directed through the chamber section towards the substrate, moves at 131 cm/s at 10 mTorr. The ratio of drift to diffusion over the gap, $vd/D$, is 0.06 for tungsten and 0.05 for titanium, and $R$ becomes 2.07.

The corrections have different signs and are not additive. The wall correction, the thinned gas and $g=0.5$ together give 1.36. The inputs matter as much: a change of 30% in one of the two products $pL$ moves $R$ to values between 1.68 and 2.90. For a real chamber the value 2.09 is therefore an illustration, not a prediction. Ionisation of the metal, sideways loss of beam atoms and re-emission from the growing film have not been sized. The last can be important: fast argon atoms reflected from a tungsten-rich target can re-sputter titanium from the film, most strongly at low pressure, which works against the trend found here. The rise of $R$ with pressure is therefore a property of the transport model, not a prediction for the composition of real tungsten-titanium films. Within the effects treated here, $R$ stays finite at high pressure. The value three additionally requires that the wall correction be negligible or scale as the thermalisation lengths do, that $g$ be less than one, and that gas drift be negligible or have the same $vd/D$ for both species. At fixed flow $vd/D$ does not depend on pressure, so the small difference found above raises the limit slightly, to about 3.02. The numerical output below lists most of the values used.

## Numbers as computed

```
gap d = 10 cm
p*L: A (W) 90, B (Ti) 30 mTorr cm
at 10 mTorr: L_A = 9.0 cm, L_B = 3.0 cm, u = 1.1111
p (mTorr) | F_A | F_B | R | ballistic-only ratio
    1 | 0.9464 | 0.8504 | 1.1129 | 1.249
    3 | 0.8504 | 0.6321 | 1.3453 | 1.948
   10 | 0.6037 | 0.2893 | 2.0869 | 9.228
   30 | 0.2893 | 0.1000 | 2.8931 | 785.8
  100 | 0.0900 | 0.0300 | 3.0000 | 4.477e+09
diffusive share of arrivals at 10 mTorr: A 0.45473, B 0.87669
diffusive share of arrivals at 100 mTorr: A 0.99983, B 1.00000
R = 2.0 at u = 1.0051, p = 9.05 mTorr = 1.206 Pa
R = 2.9 at u = 3.4001, p = 30.60 mTorr = 4.080 Pa
Neglected effects, R at 10 mTorr unless stated:
gas 400 K, collision diameter 3.0 angstrom
D at 10 mTorr: W 2.19e+04, Ti 2.69e+04 cm2/s
extrapolation length: W 2.04, Ti 1.28 cm
random flights: crossing 0.2359, with extrapolation 0.2353, without 0.2000
wall extrapolation: R = 1.850, high-pressure limit 2.580
sideways loss, radius 15 cm: R = 2.418, at 1 Torr 3.000
gas flow 50 sccm: speed 131 cm/s, Peclet W 0.060, Ti 0.049
gas drift: R = 2.074
gas density lowered by one third: R = 1.761
peaked depths (gamma shape 3): R = 2.460, at 1 Torr 3.000
re-sputtering, g = 0.5: R = 1.678, at 1 Torr 2.982
re-sputtering, g = 1: R = 1.000
```
